# When Grid Sums over Nonlocal Projectors Are Exact

**Q.** A plane-wave program needs the overlap of a short-ranged projector with an orbital. In real space it replaces the integral by a sum over a rather coarse uniform grid. The projector may change greatly from one grid point to the next. How can such a sum be trusted?

**A.** Smoothness between neighbouring points is not the right measure. A uniform sum fails in one specific way: it mistakes certain plane waves for a constant. We have to find which ones, and whether the product of projector and orbital contains them.

Let the cell have edges $\mathbf a_i$, volume $\Omega$ and reciprocal vectors $\mathbf b_i$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The orbital is

$$\psi(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad |\mathbf k+\mathbf G|\le G_{\max},$$

where the cutoff energy is $E_{\rm cut}=\hbar^2G_{\max}^2/2m$. The projector $p(\mathbf r-\mathbf R)$ sits on an atom at $\mathbf R$ and has the transform

$$\tilde p(\mathbf q)=\int p(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

It may have any angular momentum.

**Q.** The orbital extends over the whole crystal, and your grid covers one cell. Which integral do you mean?

**A.** The integral over all space, folded into one cell. For a lattice vector $\mathbf T$, $\psi(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi(\mathbf r)$. Cutting space into cells therefore gives

$$B=\int p^*(\mathbf r-\mathbf R)\psi(\mathbf r)\,d^3r=\int_\Omega P^*(\mathbf r)\psi(\mathbf r)\,d^3r,\qquad P(\mathbf r)=\sum_{\mathbf T}e^{-i\mathbf k\cdot\mathbf T}p(\mathbf r+\mathbf T-\mathbf R).$$

The function $P$ has the same Bloch phase as $\psi$, so it is a sum of waves $e^{i(\mathbf k+\mathbf G')\cdot\mathbf r}$. The coefficient of such a wave is $\Omega^{-1}\int_\Omega P\,e^{-i(\mathbf k+\mathbf G')\cdot\mathbf r}d^3r$. Unfolding the cells again turns this into an integral of $p(\mathbf r-\mathbf R)$ over all space, and the shift by $\mathbf R$ gives a phase:

$$P(\mathbf r)=\frac1\Omega\sum_{\mathbf G'}\tilde p(\mathbf k+\mathbf G')\,e^{i(\mathbf k+\mathbf G')\cdot(\mathbf r-\mathbf R)} .$$

If $\tilde p$ vanishes beyond some radius, this sum is finite. I then take it as the definition of $P$, so slow decay of $p$ in real space raises no question of convergence.

In the cell integral of $P^*\psi$, the factor $\int_\Omega e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}d^3r=\Omega\,\delta_{\mathbf G\mathbf G'}$ cancels the $1/\Omega$ of $P$, leaving

$$B=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\,\tilde p^*(\mathbf k+\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf R}.$$

Only components with $|\mathbf q|\le G_{\max}$ enter the true overlap.

**Q.** That is the integral. What does the grid do instead?

**A.** Put $N_i$ points along $\mathbf a_i$, so that $\mathbf r_j=\sum_i(j_i/N_i)\mathbf a_i$ with $j_i=0,\dots,N_i-1$, and $N=N_1N_2N_3$. Each point carries the volume $\Omega/N$. Write $\mathbf G-\mathbf G'=\sum_i n_i\mathbf b_i$. The average of the corresponding wave over the points factorizes:

$$\frac1N\sum_j e^{i(\mathbf G-\mathbf G')\cdot\mathbf r_j}=\prod_i\frac1{N_i}\sum_{j_i=0}^{N_i-1}z_i^{\,j_i},\qquad z_i=e^{2\pi i n_i/N_i}.$$

If $z_i\ne1$, the geometric sum is $(z_i^{N_i}-1)/(z_i-1)=0$, because $z_i^{N_i}=1$. If $z_i=1$, which means that $n_i$ is a multiple of $N_i$, the factor is 1. The average is therefore 1 when $\mathbf G'-\mathbf G$ equals one of the vectors

$$\mathbf K=\sum_i m_iN_i\mathbf b_i,\qquad m_i\ \text{integer},$$

and 0 otherwise. The integral accepts $\mathbf G'=\mathbf G$ alone, whereas the grid accepts every $\mathbf G'=\mathbf G+\mathbf K$. Hence

$$B_{\rm grid}=\frac\Omega N\sum_jP^*(\mathbf r_j)\psi(\mathbf r_j)=\Omega^{-1/2}\sum_{\mathbf G}c_{\mathbf G}\sum_{\mathbf K}\tilde p^*(\mathbf k+\mathbf G+\mathbf K)\,e^{i(\mathbf k+\mathbf G+\mathbf K)\cdot\mathbf R}.$$

The term $\mathbf K=0$ is $B$. The other terms are the whole quadrature error.

**Q.** Then the error is there, unless the projector happens to cooperate.

**A.** Yes, and the required cooperation is easy to state. Let $K_{\min}$ be the length of the shortest nonzero $\mathbf K$; this is the period of the grid in reciprocal space. For $\mathbf K\neq0$ the triangle inequality gives

$$|\mathbf k+\mathbf G+\mathbf K|\ \ge\ |\mathbf K|-|\mathbf k+\mathbf G|\ \ge\ K_{\min}-G_{\max}.$$

So if

$$\tilde p(\mathbf q)=0\quad\text{for all}\quad|\mathbf q|\ge K_{\min}-G_{\max},$$

every error term is zero and $B_{\rm grid}=B$. This holds for any orbital within the cutoff, any $\mathbf k$ and any atomic position. If a program selects its plane waves by $|\mathbf G|$ instead of $|\mathbf k+\mathbf G|$, then $G_{\max}$ here must be read as the largest $|\mathbf k+\mathbf G|$ that occurs.

**Q.** You wrote "greater than or equal". Does the equality matter?

**A.** It does. Take one dimension with $G_{\max}=2$ in units of the reciprocal vector, and $N=8$, so that $K_{\min}=4G_{\max}$ and the limit is 6. An orbital wave with index $-2$ and a projector wave with index $6$ are orthogonal in the integral. On the grid their product is $e^{2\pi i(-2-6)j/8}=e^{-2\pi ij}=1$ at every point, and it counts with full weight. With projector index 5, the difference from any orbital index between $-2$ and 2 lies between $-7$ and $-3$. It is never a multiple of 8, so nothing is misread.

The radius therefore cannot be enlarged in general. For a particular cell the condition is sufficient but need not be necessary, since there may be no lattice vector close to the worst direction.

**Q.** How large is $K_{\min}$ for a given grid? In a skew cell the shortest $\mathbf K$ is not obvious.

**A.** Suppose the grid is chosen to hold the density. The density contains differences of two orbital wave vectors, so its components satisfy $|\mathbf G|\le2G_{\max}$. The index of such a component along $\mathbf b_i$ is $n_i=\mathbf G\cdot\mathbf a_i/2\pi$, which lies between $-G_{\max}|\mathbf a_i|/\pi$ and $+G_{\max}|\mathbf a_i|/\pi$. If $N_i$ exceeds the width of this range, all these indices stay distinct modulo $N_i$; at exact equality only the two end points can coincide. Making $N_i$ at least the width gives the rule

$$N_i\ge\frac{2G_{\max}|\mathbf a_i|}{\pi}.$$

Now take any nonzero $\mathbf K$ and an index $i$ with $m_i\ne0$. From $\mathbf K\cdot\mathbf a_i=2\pi m_iN_i$ and $|\mathbf K\cdot\mathbf a_i|\le|\mathbf K||\mathbf a_i|$ it follows that

$$|\mathbf K|\ge\frac{2\pi N_i}{|\mathbf a_i|}\ge4G_{\max}.$$

No assumption about the angles of the cell was needed. The limit $K_{\min}-G_{\max}$ is then at least $3G_{\max}$.

The numerical check uses a skew cell, a general $\mathbf k$ and random complex coefficients, and compares the grid sum with Gauss-Legendre integration over the cell. The rule gives $10\times11\times9$ points there. The limit there is $3.35\,G_{\max}$. Most of the excess over $3G_{\max}$ comes from the angles of the cell, since $\mathbf b_i$ is not parallel to $\mathbf a_i$: with unrounded $N_i$ the limit would be $3.25\,G_{\max}$, and rounding up adds the rest. With support below the limit, sum and integral agree to rounding. When random components between the limit and 1.3 times the limit are added, with the same total weight as the allowed ones, the difference is 0.030 against an integral of 0.028; this size depends on the weight added.

**Q.** So the projector must vanish from $3G_{\max}$ on, but the orbital sees it only up to $G_{\max}$. What about the part in between?

**A.** It is free. Components with $G_{\max}<|\mathbf q|<3G_{\max}$ do not enter $B$, because the orbital has no such waves. They do not enter $B_{\rm grid}$ either, because no $\mathbf K\neq0$ carries them back into the orbital sphere. They can be replaced by any other values without changing the overlap.

On a coarser grid with $K_{\min}=3G_{\max}$ the free window shrinks to $G_{\max}<|\mathbf q|<2G_{\max}$. At $K_{\min}=2G_{\max}$ it is gone.

**Q.** The overlap is half of the work. The nonlocal potential must also put the projector back on the grid, multiplied by that overlap. Do the altered components not contaminate $V_{\rm nl}\psi$?

**A.** Not in the components that are kept. The grid values of $P$, transformed back, give for a wave inside the cutoff

$$\frac1N\sum_jP(\mathbf r_j)e^{-i(\mathbf k+\mathbf G)\cdot\mathbf r_j}=\frac1\Omega\sum_{\mathbf K}\tilde p(\mathbf k+\mathbf G+\mathbf K)\,e^{-i(\mathbf k+\mathbf G+\mathbf K)\cdot\mathbf R}.$$

The same inequality removes all terms with $\mathbf K\ne0$. The window does appear in transformed components with $|\mathbf k+\mathbf G|>G_{\max}$, and these must be discarded, as the basis requires.

**Q.** I see a contradiction. You use real space because the projector is confined to a small sphere. But a function whose Fourier transform vanishes beyond some radius cannot be confined to a sphere.

**A.** That is correct, and it limits the theorem. A function whose transform has bounded support is analytic in $\mathbf r$, so if it vanished everywhere outside a sphere it would vanish everywhere. Exactness belongs to the sum over all points of the cell. A program that sums over the points within a radius $R_0$ of the atom makes an error, and the free window serves to make that error small.

Consider an s projector with real $\tilde p(q)$, fixed for $q\le G_{\max}$, free in the window and zero beyond $3G_{\max}$. The inverse transform, after the angular integration, is

$$p(r)=\frac1{2\pi^2}\int_0^{3G_{\max}}q^2j_0(qr)\,\tilde p(q)\,dq,\qquad j_0(x)=\frac{\sin x}{x}.$$

The weight outside the sphere is the total weight, written with Parseval's theorem, minus the weight inside:

$$T=\frac1{2\pi^2}\int_0^{3G_{\max}}q^2\tilde p^2\,dq-4\pi\int_0^{R_0}r^2p^2\,dr .$$

Change $\tilde p$ by $\delta\tilde p$ in the window. Then $p$ changes by $\delta p=(1/2\pi^2)\int q^2j_0\,\delta\tilde p\,dq$, and to first order

$$\delta T=\frac1{\pi^2}\int q^2\tilde p\,\delta\tilde p\,dq-8\pi\int_0^{R_0}r^2p\,\delta p\,dr
=\frac1{\pi^2}\int q^2\,\delta\tilde p(q)\Big[\tilde p(q)-4\pi\int_0^{R_0}r^2j_0(qr)p(r)\,dr\Big]dq ,$$

where $8\pi/2\pi^2=4\pi/\pi^2$ was used. Since $\delta\tilde p$ is arbitrary in the window, the bracket must vanish there:

$$\tilde p(q)=4\pi\int_0^{R_0}r^2j_0(qr)\,p(r)\,dr,\qquad G_{\max}<q<3G_{\max}.$$

The right-hand side is the transform of the projector cut off at $R_0$. At the optimum, the discarded tail has no Fourier components in the window at all.

**Q.** Stationary is not the same as minimal. And is there one solution?

**A.** $T$ is quadratic in $\tilde p$. When the linear term vanishes, any finite change $\Delta$ within the window raises $T$ by $T[\Delta]$, the weight of $\Delta$ outside the sphere. By the analyticity argument this is positive unless $\Delta=0$, so a stationary point is the unique minimum.

It also exists. Inserting $p(r)$ into the condition gives a linear integral equation of the second kind with a smooth kernel on a finite interval. Such an equation is solvable if its homogeneous form has no nonzero solution. A homogeneous solution $\Delta$ would satisfy the condition by itself. Multiplying that condition by $q^2\Delta/2\pi^2$ and integrating gives $T[\Delta]=0$, hence $\Delta=0$.

**Q.** What I need is the error of the overlap, not a weight.

**A.** Let $P_{\rm loc}$ be the projector kept inside the sphere, with spheres of neighbouring images not overlapping. The sum with $P$ is exact, so the error for a single basis wave is

$$d_{\mathbf G}=\frac\Omega N\sum_j\,[P_{\rm loc}(\mathbf r_j)-P(\mathbf r_j)]^*\,\Omega^{-1/2}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r_j}.$$

Two basis waves differ by at most $2G_{\max}<K_{\min}$, so they are orthonormal under the grid sum as well. Bessel's inequality then gives

$$\sum_{\mathbf G}|d_{\mathbf G}|^2\le\frac\Omega N\sum_j|P_{\rm loc}(\mathbf r_j)-P(\mathbf r_j)|^2 .$$

For a normalized orbital the error is $\sum c_{\mathbf G}d_{\mathbf G}$. By the Cauchy-Schwarz inequality its largest modulus is $(\sum|d_{\mathbf G}|^2)^{1/2}$, reached for $c_{\mathbf G}\propto d_{\mathbf G}^*$. A small tail on the grid thus guarantees a small error for every orbital.

**Q.** Show me numbers. I would have taken a narrow Gaussian, which is confined already, and left it alone.

**A.** Take that case, with round model parameters: a cubic cell of edge 4 Å, $\mathbf k=0$, $E_{\rm cut}=200$ eV, and a normalized projector $p\propto e^{-r^2/2\sigma^2}$ with $\sigma=0.15$ Å. The nonlocal energy is $D|B|^2$ with $D=10$ eV, and $R_0=1.2$ Å. With $\hbar^2/2m=3.80998$ eV Å$^2$,

$$G_{\max}=\sqrt{200/3.80998}=7.245\ \text{Å}^{-1},\qquad \frac{2G_{\max}\times4\ \text{Å}}{\pi}=18.4,$$

so 19 points per edge are needed. Then $K_{\min}=2\pi\times19/4=29.85$ Å$^{-1}$, and $K_{\min}-G_{\max}=22.60$ Å$^{-1}$ lies just above $3G_{\max}=21.74$ Å$^{-1}$. Averaged over positions of the atom, the sphere holds about 776 of the 6859 points, its volume divided by the volume per point; at the five positions used below it holds 720 to 774.

The largest overlap a normalized orbital can have is 0.7198. That orbital has the energy $10\times0.7198^2=5.181$ eV. It is carried along with the atom, so its exact energy does not depend on position. I compare four projectors that agree for $q\le G_{\max}$, at five positions from a grid point to half a step along the cell diagonal. The overlap error is the largest over all normalized orbitals and these positions, relative to 0.7198. The last two columns refer to the energy of the most strongly coupled orbital, in meV.

| Sphere sum | Overlap error | Energy error | Spread |
|---|---:|---:|---:|
| Gaussian as it is | $1.9\times10^{-3}$ | 16.1 | 32.3 |
| Window empty | $2.1\times10^{-1}$ | 865 | 15.7 |
| Window kept | $6.2\times10^{-4}$ | 1.5 | 2.1 |
| Window optimized | $4.7\times10^{-6}$ | 0.009 | 0.008 |

Your Gaussian gives the same error, to the digits shown, when all points of the cell are summed. Its trouble is not the sphere but its components beyond the limit. The aliasing formula above reproduces its grid overlaps. The energy moves by 32 meV as the atom shifts between grid points, which would act on the atom as a spurious force.

**Q.** The empty window has the smaller spread of the first two, yet by far the larger error.

**A.** Its error is nearly the same at all five positions. The spread of 15.7 meV is small only beside the error of 865 meV, and with positions off the diagonal included it reaches about 25 meV. A smaller spread than that of another projector is therefore no proof of accuracy. Summed over the whole cell, all three band-limited versions are exact to rounding. Emptying the window costs nothing there, but it creates a long tail: the weight outside the sphere is $3.5\times10^{-2}$, where the original Gaussian has total weight 1. Keeping the Gaussian's own values up to $3G_{\max}$ lowers it to $2.2\times10^{-5}$, and optimizing them to $5.0\times10^{-11}$. For the optimized projector, Bessel's inequality allows an overlap error of $1.3\times10^{-5}$ on the same relative scale; the actual one is about a third of that.

**Q.** Does the optimized projector still resemble the Gaussian?

**A.** Near $G_{\max}$ it does. At $1.25\,G_{\max}$ its transform is 0.1538 Å$^{3/2}$ against 0.1541 Å$^{3/2}$. At $2.75\,G_{\max}$ it has fallen to 0.00025 Å$^{3/2}$ against 0.00446 Å$^{3/2}$. Within the chosen basis this change has no physical effect, since no orbital contains those waves. If the cutoff is raised, some of them enter the basis and change the overlap. Relative to the largest overlap in the new basis, the largest change over normalized orbitals is $2.1\times10^{-4}$ at 300 eV and $1.2\times10^{-2}$ at 600 eV, so the projector has to be constructed anew to keep its accuracy.

The sphere radius sets the price of the remaining error. With the window optimized for each radius, the outside weight is $1.8\times10^{-8}$ at 0.8 Å, $8.5\times10^{-10}$ at 1.0 Å and $5.0\times10^{-11}$ at 1.2 Å, while the number of points to be summed grows roughly as $R_0^3$.

## Numbers as computed

```
SKEW CELL, RANDOM COEFFICIENTS (dimensionless)
grid rule 4 Gmax: points 10 11 9
  Kmin/Gmax = 4.3478, limit/Gmax = 3.3478
  |integral|                 = 0.028302
  error, support below limit = 1.1e-16
  error, window changed      = 2.0e-16
  error, support past limit  = 3.0e-02
grid rule 3 Gmax: points 7 8 7
  Kmin/Gmax = 3.2818, limit/Gmax = 2.2818
  |integral|                 = 0.036603
  error, support below limit = 5.3e-16
  error, window changed      = 1.7e-16
  error, support past limit  = 5.1e-02
alias weight at exactly 3 Gmax = 1.000
CUBIC CELL EXAMPLE
cell edge 4.0 A, cutoff 200 eV, width 0.15 A
strength 10 eV, sphere radius 1.2 A
hbar^2/2m = 3.80998 eV A^2
Gmax = 7.2453 1/A, 3 Gmax = 21.7358 1/A
points per edge = 19, spacing = 0.2105 A
Kmin = 29.8451 1/A, Kmin-Gmax = 22.5999 1/A
plane waves = 437, grid points = 6859
points in sphere = 720 to 774
largest |<p|psi>| = 0.719782
exact nonlocal energy = 5.180860 eV
p~(q) in A^(3/2): q/Gmax, original, optimized
  1.25  0.154100  0.153827
  1.75  0.063547  0.058444
  2.25  0.019505  0.010019
  2.75  0.004456  0.000250
weight outside sphere (dimensionless)
  empty      3.51e-02
  kept       2.19e-05
  optimized  5.04e-11
optimized outside weight for other radii
  r0 = 0.8 A: 1.82e-08
  r0 = 1.0 A: 8.54e-10
  r0 = 1.2 A: 5.04e-11
largest relative overlap error: all points, sphere
  raw        1.9e-03  1.9e-03
  empty      1.3e-15  2.1e-01
  kept       1.4e-15  6.2e-04
  optimized  1.7e-15  4.7e-06
Bessel bound, optimized sphere = 1.3e-05
sphere energy in meV: largest error, spread
  raw        16.1469  32.2577
  empty      864.8337  15.7417
  kept       1.4925  2.1390
  optimized  0.0086  0.0080
```
